# Peak polar-phonon energy loss and the von Hippel runaway threshold: verification in Python

```python
# Result under test: at T = 0 an electron in a parabolic band, coupled to one LO
# phonon mode, loses energy per path length
#     S = F0 * arccosh(sqrt(x)) / x,   F0 = m*w/kappa,   x = E/w > 1,
# with its peak at x = cosh(u)^2, 2*u*tanh(u) = 1 (x about 1.72).
# For continuous loss and motion along the force, the peak of S is the
# threshold force for runaway from rest.
# Symbols (atomic units): m band mass, w phonon energy, E electron energy,
# 1/kappa = 1/eps_inf - 1/eps_0, k momentum, v speed, n Bose occupation.
# Monte Carlo units: energy w, force F0, length w/F0, momentum sqrt(2*m*w);
# then dp/dt = f/2, dz/dt = p_z and the emission rate is arccosh(p)/p.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
MV_CM = HARTREE_EV / BOHR_M / 1e8      # one atomic unit of field in MV/cm
KB_EV = const.k / const.e

# Round model parameters, rough regime of a dense organosilicate film
mass = 0.5
phonon_ev = 0.13
eps_inf, eps_0 = 2.0, 2.8
film_nm = 50.0
temperature = 300.0
second_mode_ev = 0.055
hot_level = 10.0                       # in phonon energies

w = phonon_ev / HARTREE_EV
inv_kappa = 1 / eps_inf - 1 / eps_0
F0 = mass * w * inv_kappa


def loss(x):
    """Derived loss per path length in units of F0."""
    y = np.maximum(x, 1.0)
    return np.arccosh(np.sqrt(y)) / y


def momentum_force(x):
    """Derived mean loss of forward momentum, as a force in units of F0."""
    return loss(x) + np.sqrt(1 - 1 / x)


def sphere_rates(x, sign=-1):
    """Golden rule by quadrature over the sphere of final momenta.
    sign=-1: emission, sign=+1: absorption with unit occupation.
    Returns the rate and the mean loss rate of forward momentum."""
    k = np.sqrt(2 * mass * x * w)
    kf = np.sqrt(2 * mass * (x + sign) * w)
    pre = w * inv_kappa * mass * kf

    def q2(c):
        return k * k + kf * kf - 2 * k * kf * c

    rate = quad(lambda c: pre / q2(c), -1, 1, epsrel=1e-10, limit=200)[0]
    drag = quad(lambda c: pre * (k - kf * c) / q2(c), -1, 1,
                epsrel=1e-10, limit=200)[0]
    return rate, drag


def speed(x):
    return np.sqrt(2 * x * w / mass)


def loss_from_sphere(x):
    return w * sphere_rates(x)[0] / speed(x)


# Coupling strength from the loss function of a weakly damped polar lattice
damping = 1e-4
to_squared = eps_inf / eps_0           # (TO/LO)^2, frequencies in units of LO


def loss_function(s):
    eps = eps_inf * (1 - s * s - 1j * damping * s) / (
        to_squared - s * s - 1j * damping * s)
    return (-1 / eps).imag


edges = [0, 0.9, 0.99, 0.999, 1, 1.001, 1.01, 1.1, 3, 50]
weight = sum(quad(loss_function, a, b, limit=300)[0]
             for a, b in zip(edges[:-1], edges[1:]))
assert abs(weight / (np.pi / 2 * inv_kappa) - 1) < 1e-3   # finite damping

# Loss, momentum loss and absorption against the final-state quadrature
for x in (1.05, 1.7, 4.0, 12.0):
    rate, drag = sphere_rates(x)
    assert abs(w * rate / speed(x) / (F0 * loss(x)) - 1) < 1e-7
    assert abs(drag / (F0 * momentum_force(x)) - 1) < 1e-7
for x in (0.3, 1.7, 6.0):
    absorbed = w * sphere_rates(x, +1)[0] / speed(x)
    assert abs(absorbed / (F0 * np.arcsinh(np.sqrt(x)) / x) - 1) < 1e-7

# High-energy and near-threshold limits quoted for the loss
assert abs(loss_from_sphere(1e3) / F0 / (np.log(4e3) / 2e3) - 1) < 1e-3
assert abs(loss_from_sphere(1.0001) / F0 / np.sqrt(1e-4) - 1) < 1e-3

# Peak of the loss and of the momentum loss, searched on the quadratures
u_peak = brentq(lambda u: 2 * u * np.tanh(u) - 1, 0.1, 3)
x_peak = np.cosh(u_peak) ** 2
f_peak = u_peak - 1 / (4 * u_peak)
search = minimize_scalar(lambda x: -loss_from_sphere(x) / F0,
                         bounds=(1.01, 6), method="bounded",
                         options={"xatol": 1e-7})
assert abs(search.x - x_peak) < 1e-4 and abs(-search.fun - f_peak) < 1e-7
u_drag = brentq(lambda u: u * np.tanh(u) - 1, 0.1, 3)
search = minimize_scalar(lambda x: -sphere_rates(x)[1] / F0,
                         bounds=(1.01, 12), method="bounded",
                         options={"xatol": 1e-7})
assert abs(-search.fun - u_drag) < 1e-7
assert abs(search.x - np.cosh(u_drag) ** 2) < 1e-3


# Threshold seen in the continuous energy equation for aligned motion
def final_energy(ratio, start, length=600.0):
    run = solve_ivp(lambda s, x: ratio * f_peak - loss(x), (0, length),
                    [start], rtol=1e-8, atol=1e-10, max_step=1.0)
    assert run.success
    return run.y[0, -1]


sample_ratio = 0.75
lower = brentq(lambda x: loss(x) - sample_ratio * f_peak, 1, x_peak)
upper = brentq(lambda x: loss(x) - sample_ratio * f_peak, x_peak, 100)
assert final_energy(0.98, 0.0) < x_peak
assert final_energy(1.02, 0.0) > hot_level
assert abs(final_energy(sample_ratio, 0.0) - lower) < 1e-4
assert abs(final_energy(sample_ratio, 0.98 * upper) - lower) < 1e-4
assert final_energy(sample_ratio, 1.02 * upper) > hot_level

# Monte Carlo with random, discrete emissions (null-collision method)
rng = np.random.default_rng(12345)
rate_bound = 1.000001 * u_drag / np.cosh(u_drag)
trial_p = np.linspace(1, 30, 200001)
assert np.max(np.arccosh(trial_p) / trial_p) <= rate_bound


def emit(pz, pt, deflect):
    """Momentum along and across the force after one emission."""
    p = np.hypot(pz, pt)
    pf = np.sqrt(np.maximum(p * p - 1, 1e-24))
    if not deflect:
        return pf * pz / p, pf * pt / p
    q = (p - pf) * ((p + pf) / (p - pf)) ** rng.random(p.size)
    c = np.clip((p * p + pf * pf - q * q) / (2 * p * pf), -1, 1)
    phi = 2 * np.pi * rng.random(p.size)
    cz = c * pz / p + np.sqrt(1 - c * c) * pt / p * np.cos(phi)
    cz = np.clip(cz, -1, 1)
    return pf * cz, pf * np.sqrt(1 - cz * cz)


for x in (1.7, 5.0):
    p = np.full(200000, np.sqrt(x))
    new_pz, _ = emit(p, np.zeros_like(p), True)
    sampled = 2 * np.arccosh(p[0]) / p[0] * np.mean(p - new_pz)
    assert abs(sampled / momentum_force(x) - 1) < 0.01    # sampling noise


def film_share(force, length, deflect, count=8000):
    """Share of electrons, started at rest, that reach hot_level in the film,
    and the share that does so without any emission."""
    pz, pt, z = np.zeros(count), np.zeros(count), np.zeros(count)
    emitted = np.zeros(count, dtype=bool)
    hot_total = lucky_total = 0
    for _ in range(20000):
        t = rng.exponential(1 / rate_bound, pz.size)
        new_z = z + pz * t + force * t * t / 4
        top = pz**2 + pt**2 + force * (np.minimum(new_z, length) - z)
        hot = top >= hot_level
        hot_total += hot.sum()
        lucky_total += (hot & ~emitted).sum()
        stay = ~hot & (new_z < length)
        pz, pt = (pz + force * t / 2)[stay], pt[stay]
        z, emitted = new_z[stay], emitted[stay]
        if pz.size == 0:
            return hot_total / count, lucky_total / count
        p = np.maximum(np.hypot(pz, pt), 1.0)
        hit = rng.random(p.size) * rate_bound < np.arccosh(p) / p
        pz[hit], pt[hit] = emit(pz[hit], pt[hit], deflect)
        emitted |= hit
    raise AssertionError("some electrons never left the film")


length_unit_nm = w / F0 * BOHR_NM
film_length = film_nm / length_unit_nm
ratios = (0.5, 0.75, 1.0, 1.5, 2.0, 3.0)
forward = {r: film_share(r * f_peak, film_length, False) for r in ratios}
deflected = {r: film_share(r * f_peak, film_length, True) for r in ratios}
loss_integral = quad(loss, 1, hot_level)[0]
lucky_formula = np.exp(-loss_integral / (3.0 * f_peak))
for table in (forward, deflected):
    sigma = np.sqrt(lucky_formula * (1 - lucky_formula) / 8000)
    assert abs(table[3.0][1] - lucky_formula) < 5 * sigma
assert forward[0.75][0] > 0.01         # discrete loss lets electrons pass early
assert deflected[1.0][0] < forward[1.0][0]
assert deflected[1.5][0] < forward[1.5][0]

# Other neglected effects for the same film
occupation = 1 / np.expm1(phonon_ev / (KB_EV * temperature))


def warm_loss(x):
    return ((occupation + 1) * loss(x)
            - occupation * np.arcsinh(np.sqrt(x)) / x)


warm = minimize_scalar(lambda x: -warm_loss(x), bounds=(1.01, 6),
                       method="bounded")
energy_grid = np.linspace(0.01, 1.5, 200001)
two_mode = 0.5 * loss(energy_grid / phonon_ev) + 0.5 * (
    second_mode_ev / phonon_ev) * loss(energy_grid / second_mode_ev)
two_index = np.argmax(two_mode)
alpha = inv_kappa * np.sqrt(mass / (2 * w))
emission_rate = sphere_rates(x_peak)[0]
assert abs(emission_rate / w
           / (2 * alpha * u_peak / np.cosh(u_peak)) - 1) < 1e-7
path = speed(x_peak) / emission_rate
k_path = np.sqrt(2 * mass * x_peak * w) * path
threshold = f_peak * F0 * MV_CM

print(f"band mass = {mass:.2f} electron masses")
print(f"phonon energy = {phonon_ev:.3f} eV")
print(f"eps_inf = {eps_inf:.2f}, eps_0 = {eps_0:.2f} (dimensionless)")
print(f"1/kappa = {inv_kappa:.5f} (dimensionless)")
print(f"film thickness = {film_nm:.1f} nm")
print(f"temperature of use = {temperature:.0f} K")
print(f"u at loss peak = {u_peak:.6f} (dimensionless)")
print(f"peak energy / phonon energy = {x_peak:.6f}")
print(f"peak loss / F0 = {f_peak:.6f}")
print(f"peak energy = {x_peak * phonon_ev:.4f} eV")
print(f"force scale F0 as field = {F0 * MV_CM:.4f} MV/cm")
print(f"von Hippel threshold = {threshold:.4f} MV/cm")
print(f"same threshold as force = {threshold * 0.01:.6f} eV/angstrom")
print(f"length unit w/F0 = {length_unit_nm:.4f} nm")
print(f"mean free path at peak = {path * BOHR_NM:.3f} nm")
print(f"sample field / threshold = {sample_ratio:.2f}")
print(f"sample field = {sample_ratio * threshold:.4f} MV/cm")
print(f"lower crossing = {lower:.4f} phonon energies")
print(f"upper crossing = {upper:.4f} phonon energies")
print(f"lower crossing = {lower * phonon_ev:.4f} eV")
print(f"upper crossing = {upper * phonon_ev:.4f} eV")
print(f"peak momentum-loss force / F0 = {u_drag:.6f}")
print(f"its energy = {np.cosh(u_drag)**2:.4f} phonon energies")
print(f"its field = {u_drag * F0 * MV_CM:.4f} MV/cm")
print(f"its field / threshold = {u_drag / f_peak:.4f}")
print(f"hot level = {hot_level * phonon_ev:.3f} eV")
print("field/threshold, field MV/cm, hot share aligned, deflected:")
for r in ratios:
    print(f"  {r:.2f}  {r * threshold:.3f}  "
          f"{forward[r][0]:.4f}  {deflected[r][0]:.4f}")
print(f"loss integral to hot level = {loss_integral:.4f} (units w*F0)")
print(f"no-emission share at 3x, formula = {lucky_formula:.4f}")
print(f"no-emission share at 3x, aligned run = {forward[3.0][1]:.4f}")
print(f"no-emission share at 3x, deflected run = {deflected[3.0][1]:.4f}")
print(f"phonon occupation at 300 K = {occupation:.5f}")
print(f"threshold at 300 K = {-warm.fun * F0 * MV_CM:.4f} MV/cm")
print(f"second mode energy = {second_mode_ev:.3f} eV")
print(f"two-mode threshold = {two_mode[two_index] * F0 * MV_CM:.4f} MV/cm")
print(f"two-mode peak energy = {energy_grid[two_index]:.4f} eV")
print(f"Froehlich alpha = {alpha:.4f} (dimensionless)")
print(f"emission rate / phonon frequency at peak = {emission_rate / w:.4f}")
print(f"k times mean free path at peak = {k_path:.4f} (dimensionless)")
print("all tests passed")
```

Running it gives:

```
band mass = 0.50 electron masses
phonon energy = 0.130 eV
eps_inf = 2.00, eps_0 = 2.80 (dimensionless)
1/kappa = 0.14286 (dimensionless)
film thickness = 50.0 nm
temperature of use = 300 K
u at loss peak = 0.771702 (dimensionless)
peak energy / phonon energy = 1.723538
peak loss / F0 = 0.447743
peak energy = 0.2241 eV
force scale F0 as field = 1.7547 MV/cm
von Hippel threshold = 0.7857 MV/cm
same threshold as force = 0.007857 eV/angstrom
length unit w/F0 = 0.7408 nm
mean free path at peak = 1.655 nm
sample field / threshold = 0.75
sample field = 0.5893 MV/cm
lower crossing = 1.1594 phonon energies
upper crossing = 3.8606 phonon energies
lower crossing = 0.1507 eV
upper crossing = 0.5019 eV
peak momentum-loss force / F0 = 1.199679
its energy = 3.2767 phonon energies
its field = 2.1051 MV/cm
its field / threshold = 2.6794
hot level = 1.300 eV
field/threshold, field MV/cm, hot share aligned, deflected:
  0.50  0.393  0.0009  0.0003
  0.75  0.589  0.1166  0.0262
  1.00  0.786  0.6990  0.2497
  1.50  1.179  0.9998  0.9086
  2.00  1.571  1.0000  0.9996
  3.00  2.357  1.0000  1.0000
loss integral to hot level = 2.6050 (units w*F0)
no-emission share at 3x, formula = 0.1438
no-emission share at 3x, aligned run = 0.1436
no-emission share at 3x, deflected run = 0.1424
phonon occupation at 300 K = 0.00659
threshold at 300 K = 0.7836 MV/cm
second mode energy = 0.055 eV
two-mode threshold = 0.5170 MV/cm
two-mode peak energy = 0.2053 eV
Froehlich alpha = 1.0334 (dimensionless)
emission rate / phonon frequency at peak = 1.2149
k times mean free path at peak = 2.8373 (dimensionless)
all tests passed
```
